# Hydrogen-hydrogen C6 from imaginary-frequency response and mapped Gauss-Legendre quadrature

## The result

Two hydrogen atoms in their ground states, a large distance $R$ apart, attract each other with the leading energy $-C_6/R^6$, where

$$C_6=\frac{3}{\pi}\int_0^\infty \alpha(i\omega)^2\,d\omega = 6.4990\ \text{hartree bohr}^6 .\tag{1}$$

Here $\alpha(i\omega)$ is the dipole polarizability of one atom at imaginary frequency. Each value of $\alpha$ comes from a short recurrence, and eight well-placed frequencies give the integral to about three parts per million.

Hartree atomic units are used throughout. The model has fixed nuclei, nonrelativistic electrons, an instantaneous Coulomb interaction, and charge clouds that do not overlap.

## From the Coulomb energy to a frequency integral

Put the nuclei at $0$ and $\mathbf R=R\hat z$, and let $\mathbf r_1,\mathbf r_2$ be the electron positions, each relative to its own nucleus. With $g(\mathbf a)=1/|\mathbf R+\mathbf a|$, the interaction is

$$V=g(0)+g(\mathbf r_2-\mathbf r_1)-g(\mathbf r_2)-g(-\mathbf r_1).$$

For large $R$,

$$g(\mathbf a)=\frac1R-\frac{a_z}{R^2}+\frac{3a_z^2-a^2}{2R^3}+\dots$$

The constant and linear terms cancel in $V$. In the quadratic term only the products of $\mathbf r_1$ with $\mathbf r_2$ survive:

$$V=\frac{\mathbf r_1\cdot\mathbf r_2-3z_1z_2}{R^3}=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.$$

The mean dipole of a ground-state atom is zero, so the first-order energy vanishes, and in second order both atoms must be excited. Let $m$ label the $p_z$ states of one atom, with excitation energy $e_m>0$ and $z_m=\langle m|z|0\rangle$. The operator $x$ leads only to $p_x$ states, and likewise for $y$ and $z$, so the three terms of $V$ do not interfere. Their squared coefficients add up to $1+1+4=6$, and

$$C_6=6\sum_{m,n}\frac{z_m^2z_n^2}{e_m+e_n}.\tag{2}$$

The sums include the continuum. The denominator ties the two atoms together, and an integral unties them. For $a,b>0$ and $a\neq b$, partial fractions give

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},\tag{3}$$

and $a=b$ follows by continuity. Define

$$\alpha(i\omega)=\sum_m\frac{2e_mz_m^2}{e_m^2+\omega^2}=2\,\mathrm{Re}\sum_m\frac{z_m^2}{e_m+i\omega}.\tag{4}$$

At $\omega=0$ this is the static polarizability, because a field $F$ shifts the energy by $-F^2\sum_m z_m^2/e_m=-\tfrac12\alpha F^2$. Using (3) for $1/(e_m+e_n)$ in (2) gives

$$C_6=6\cdot\frac2\pi\int_0^\infty\left(\frac{\alpha}{2}\right)^2d\omega=\frac3\pi\int_0^\infty\alpha^2\,d\omega ,$$

which is (1). The step needs positive excitation energies. If an atom is in an excited state with dipole transitions to lower levels, the corresponding $e_m$ are negative, and the formula fails in this form.

## The response equation

The sum over states in (4) need not be carried out. It equals $2\,\mathrm{Re}\,\langle z\psi_0|(H-E_0+i\omega)^{-1}|z\psi_0\rangle$, so one linear equation per frequency is enough.

With $\psi_0=e^{-r}/\sqrt\pi$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$,

$$z\psi_0=\frac{s(r)}{r}\,Y_{10},\qquad s(r)=\frac{2}{\sqrt3}\,r^2e^{-r}.$$

Write the response function as $u(r)Y_{10}/r$. For angular momentum 1 the centrifugal term is $1/r^2$, and $E_0=-\tfrac12$, so

$$\left(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12+i\omega\right)u=s,\qquad \alpha(i\omega)=2\,\mathrm{Re}\int_0^\infty s\,u\,dr .\tag{5}$$

## One and two functions by hand

Expand $u$ in functions $\hat\varphi_k$, $k=0,1,\dots$, each of the form $r^2e^{-r}$ times a polynomial of degree $k$. They are constructed in the next section, where these matrix elements are derived:

- $H-E_0$ becomes the diagonal matrix $D$ with $D_{kk}=k+1$.
- The overlap $S$ has $S_{kk}=k+2$ and $S_{k+1,k}=-\tfrac12\sqrt{(k+1)(k+4)}$, and is zero further from the diagonal.
- The source vector is $b=(\sqrt2,\,-1/\sqrt2,\,0,0,\dots)$.

Projecting (5) on the basis gives $(D+i\omega S)c=b$ and $\alpha=2\,\mathrm{Re}\,b^Tc$.

**One function.** Here $D=1$, $S=2$, $b=\sqrt2$, and

$$\alpha(i\omega)=2\,\mathrm{Re}\frac{2}{1+2i\omega}=\frac{4}{1+4\omega^2}=\frac{1}{\omega^2+1/4}.$$

This is a single excitation at $e=\tfrac12$. By (3) with $a=b=\tfrac12$, the integral of $\alpha^2$ is $2\pi$, so $C_6=6$.

**Two functions.** The matrix and its determinant are

$$\begin{pmatrix}1+2i\omega&-i\omega\\-i\omega&2+3i\omega\end{pmatrix},\qquad \det=2-5\omega^2+7i\omega .$$

With the adjugate matrix,

$$b^Tc=\frac{2(2+3i\omega)-2i\omega+\tfrac12(1+2i\omega)}{2-5\omega^2+7i\omega}=\frac{\tfrac92+5i\omega}{2-5\omega^2+7i\omega}.$$

Twice the real part is

$$\alpha(i\omega)=\frac{18+25\omega^2}{(4+25\omega^2)(1+\omega^2)}=\frac{2/3}{\omega^2+(2/5)^2}+\frac{1/3}{\omega^2+1}.$$

The atom now has two effective excitations, at 0.4 and 1 hartree, with strengths $f=2ez^2$ of $2/3$ and $1/3$. For any such sum, (3) gives

$$C_6=\frac32\sum_{m,n}\frac{f_mf_n}{e_me_n(e_m+e_n)} .\tag{6}$$

The three distinct contributions to the double sum are

$$\frac{4/9}{0.16\times0.8}=3.47222,\qquad 2\,\frac{2/9}{0.4\times1.4}=0.79365,\qquad \frac{1/9}{2}=0.05556 .$$

Their sum, 4.32143, times $3/2$ is $C_6=6.48214$. Two functions already come within 0.3 percent of the limit.

## The basis for any size

Let $L_k(x)$ be the Laguerre polynomials with upper index 3, defined by

$$G(x,y)=\sum_kL_k(x)y^k=(1-y)^{-4}e^{-xq},\qquad q=\frac{y}{1-y}.$$

Since $G_x=-qG$, $G_{xx}=q^2G$ and $yG_y=[4q-xq(1+q)]G$, one finds $xG_{xx}+(4-x)G_x+yG_y=0$. Power by power in $y$, this says

$$xL_k''+(4-x)L_k'+kL_k=0 .$$

Now set $\varphi_k=r^2e^{-r}L_k(2r)$. Differentiating twice gives

$$\varphi_k''=e^{-r}\left[(r^2-4r+2)L_k+4(2r-r^2)L_k'+4r^2L_k''\right].$$

With $x=2r$, the differential equation gives $4r^2L_k''=-4(2r-r^2)L_k'-2krL_k$. The first derivatives cancel, and

$$\left(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac12\right)\varphi_k=\frac{k+2}{r}\,\varphi_k .$$

Subtracting the nuclear attraction $1/r$ leaves $(H-E_0)\varphi_k=\frac{k+1}{r}\varphi_k$. If the functions are orthonormal with weight $1/r$, then $D_{jk}=(k+1)\delta_{jk}$.

They are orthogonal with that weight, as the generating function shows:

$$\int_0^\infty x^3e^{-x}G(x,y)G(x,v)\,dx=\frac{6}{(1-yv)^4}=\sum_k\frac{(k+3)!}{k!}(yv)^k .$$

Only equal powers of $y$ and $v$ occur. With $N_k=(k+3)!/k!$ and $x=2r$, this means $\int\varphi_j\varphi_k\,dr/r=\delta_{jk}N_k/16$. The normalized functions are $\hat\varphi_k=4\varphi_k/\sqrt{N_k}$.

The overlap needs one more power of $x$:

$$\int_0^\infty x^4e^{-x}G(x,y)G(x,v)\,dx=\frac{24(1-y)(1-v)}{(1-yv)^5},\qquad \frac{24}{(1-w)^5}=\sum_k\frac{(k+4)!}{k!}w^k .$$

The coefficient of $y^kv^k$ is $(k+4)!/k!+(k+3)!/(k-1)!=(2k+4)N_k$, the second term being absent for $k=0$. The coefficient of $y^{k+1}v^k$ is $-(k+4)!/k!$. No other powers appear. Changing from $x$ to $r$ and normalizing multiplies these by $1/(2\sqrt{N_jN_k})$, which gives the stated $S$.

Finally, $N_0=6$, so $s=\hat\varphi_0/\sqrt2$. Hence $b_j=S_{j0}/\sqrt2$, which is $\sqrt2$, then $-1/\sqrt2$, then zero.

Two limits follow at once. At $\omega=0$, with two or more functions, $\alpha=2b^TD^{-1}b=2(2+\tfrac14)=\tfrac92$. Adding functions changes nothing, since $D$ is diagonal and $b$ has two entries. At large $\omega$, expand the inverse in $1/\omega$. The first term, $b^TS^{-1}b/(i\omega)$, is imaginary. The next gives

$$\alpha\to\frac{2\,b^TS^{-1}DS^{-1}b}{\omega^2}=\frac1{\omega^2},$$

because $S^{-1}b=(1/\sqrt2,0,\dots)$. Comparison with (4) shows that the strengths sum to one, as they should for one electron.

## The recurrence for each frequency

The matrix is tridiagonal and $b$ ends after two entries, so elimination from the last row upward is short. For $N\ge2$ functions start with $p_{N-1}=N+i\omega(N+1)$, and for $k=N-2,\dots,1$ compute

$$p_k=k+1+i\omega(k+2)+\frac{\omega^2(k+1)(k+4)}{4\,p_{k+1}} .\tag{7}$$

The plus sign arises because the squared off-diagonal element is $-\omega^2(k+1)(k+4)/4$ and elimination subtracts it. A $2\times2$ problem remains, with $p_1$ in place of $2+3i\omega$:

$$\alpha(i\omega)=2\,\mathrm{Re}\,\frac{2p_1+\tfrac12-i\omega}{(1+2i\omega)p_1+\omega^2}.\tag{8}$$

The real part of each $p_k$ is positive: it holds for the last one, and a number with positive real part has an inverse with positive real part. No division by zero can occur in (7).

Take $\omega=0.5$ and three functions. Then $p_2=3+2i$ and

$$p_1=2+1.5i+\frac{0.625}{3+2i}=2.14423+1.40385i .$$

Equation (8) gives

$$\alpha=2\,\mathrm{Re}\frac{4.78846+2.30769i}{0.99038+3.54808i}=1.9058\ \text{bohr}^3 .$$

Two functions give 1.8927, and the value for 40 functions is 1.90539. The three-function value lies above it, so $\alpha$ at a given frequency need not rise steadily with the basis. $C_6$ cannot fall, for the reason given next.

## Why a larger basis raises C6

In a finite basis, (2) is also the solution of a single problem for both atoms. Let $B=b\otimes b$ and $K=D\otimes S+S\otimes D$, the matrix of $H_1+H_2-2E_0$ for the pair. Then

$$C_6=6\,B^TK^{-1}B=6\max_X\left(2B^TX-X^TKX\right).\tag{9}$$

The maximum exists because $K$ is positive, and it lies at $X=K^{-1}B$. A larger basis allows more trial vectors $X$, so the maximum cannot fall. With exact integration over frequency, every finite basis gives a lower bound to the model's $C_6$.

| Functions | $C_6$ (hartree bohr$^6$) |
|---|---|
| 1 | 6.000000 |
| 2 | 6.482143 |
| 3 | 6.498444 |
| 4 | 6.499003 |
| 6 | 6.499027 |

Equation (9) contains no frequency, which makes it a good test of the quadrature. Its cost grows faster: 20 functions per atom give 400 unknowns, while the frequency route solves tridiagonal systems of 20. The direct solution of (9) with 20 functions gives 6.4990267, and the frequency integral with 40 functions and 64 nodes gives the same digits.

An upper bound is also available. Put $h=1/e^2$ for each excitation, so that $\alpha=\sum f\,h/(1+\omega^2h)$. The function $h/(1+\omega^2h)$ is concave in $h$, and the $f$ are positive with sum one. The average of a concave function does not exceed its value at the average, and the average of $h$ is $\alpha(0)=4.5$. At every frequency, therefore, $\alpha$ is at most that of a single excitation with $e=1/\sqrt{4.5}=0.4714$ hartree. By (6) that excitation gives

$$C_6=\frac{3}{4e^3}=\frac34(4.5)^{3/2}=7.159 ,$$

which is 10.2 percent too high. The spread of hydrogen's excitation energies accounts for the difference.

## Mapping the half-line

An $n$-node Gauss-Legendre rule replaces an integral over $-1<t<1$ by a weighted sum, and it is exact for polynomials up to degree $2n-1$. To use it, set

$$\omega=\omega_0\frac{1+t}{1-t},\qquad d\omega=\frac{2\omega_0}{(1-t)^2}\,dt .\tag{10}$$

Half of the nodes then lie below $\omega_0$ when $n$ is even. Near $t=1$, $\alpha^2\approx\omega^{-4}\approx(1-t)^4/(16\omega_0^4)$, so the mapped integrand falls as $(1-t)^2$ and the infinite range does no harm.

The one-function atom shows the rule at work. With $\omega_0=e=\tfrac12$ one has $\omega^2+\tfrac14=\tfrac12(1+t^2)/(1-t)^2$, and

$$\int_0^\infty\alpha^2d\omega=4\int_{-1}^1\frac{(1-t)^2}{(1+t^2)^2}\,dt=4\int_{-1}^1\frac{dt}{1+t^2}.$$

The last step drops the odd part $-2t/(1+t^2)^2$, which integrates to zero both in the integral and in the symmetric rule. The remaining integral is $\pi/2=1.5708$.

- Two nodes, $t=\pm1/\sqrt3$ with weights 1, give $2/(1+\tfrac13)=1.5000$, hence $C_6=(12/\pi)(1.5000)=5.730$.
- Three nodes, $t=0,\pm\sqrt{0.6}$ with weights $\tfrac89,\tfrac59,\tfrac59$, give $\tfrac89+\tfrac{10}{9}/1.6=1.5833$, hence $C_6=6.048$.

The value for this basis is 6, and one extra node has cut the error by a factor of 5.6.

## How fast the quadrature converges

Suppose a polynomial of degree $2n-1$ approximates the integrand within $\delta$ on the interval. The rule is exact for the polynomial, and its weights are positive with sum 2. Its error is therefore at most $2\delta+2\delta=4\delta$.

To estimate $\delta$, write $t=\tfrac12(v+1/v)$, which turns the Chebyshev expansion in $t$ into a Laurent series in $v$. If the nearest singularity has $|v|=\rho>1$, the coefficients fall as $\rho^{-k}$, apart from powers of $k$. The quadrature error then falls as $\rho^{-2n}$, apart from powers of $n$.

An excitation $e$ puts poles of $\alpha$ at $\omega=\pm ie$. Inverting (10) gives $t=(\omega-\omega_0)/(\omega+\omega_0)$, so that $|t-1|=2\omega_0/|\omega+\omega_0|$ and $|t+1|=2|\omega|/|\omega+\omega_0|$. On the other side, $|t-1|+|t+1|=(|v-1|^2+|v+1|^2)/(2|v|)=\rho+1/\rho$. Therefore

$$\rho+\frac1\rho=\frac{2(e+\omega_0)}{\sqrt{e^2+\omega_0^2}} .\tag{11}$$

The right side is largest at $\omega_0=e$, where $\rho=1+\sqrt2$ and each node gains a factor $\rho^2=5.8$. This agrees with the hand calculation. For $e=5\omega_0$, $\rho$ drops to 1.80 and the gain per node to 3.2. When $e/\omega_0$ tends to zero or infinity, $\rho$ tends to 1 and the advantage is lost.

The scale $\omega_0$ should therefore lie near the excitations that carry most of $C_6$. For hydrogen these begin at 0.375 hartree, and the one-pole energy is 0.47, so $\omega_0=0.5$ is a natural choice. With eight nodes and 20 functions its error is $1.8\times10^{-5}$, relative to (9) in the same basis and in hartree bohr$^6$. With the node number held fixed, $\omega_0=0.05$ gives an error of $1.9\times10^{-2}$, and $\omega_0=10$ gives 0.67. Any value from 0.2 to 1 keeps the error below $3\times10^{-4}$.

In the same 20-function basis, with $\omega_0=0.5$, the error falls to $7\times10^{-8}$ in size with 12 nodes and $1.5\times10^{-10}$ with 16, but only to $1.0\times10^{-11}$ with 24. By (11), excitations far above $\omega_0$ have $\rho$ close to 1. However weak they are, they set the rate once $n$ is large, so the gain of 5.8 per node cannot continue indefinitely. The errors quoted for 16 and 24 nodes are particular to the 20-function basis, and a much larger basis gives smaller ones.

Cutting the range at a frequency $W$ instead would lose $(3/\pi)\int_W^\infty\omega^{-4}d\omega=1/(\pi W^3)$. For $W=10$ hartree this is $3.18\times10^{-4}$, and the computed loss is $3.15\times10^{-4}$. More nodes below $W$ cannot recover it.

## The full calculation for hydrogen

The algorithm has three steps.

1. Choose $\omega_0$, $n$ and $N$, and form the frequencies and weights $W_j=2\omega_0w_j/(1-t_j)^2$ from the Gauss-Legendre nodes $t_j$ and weights $w_j$.
2. Compute $\alpha_j$ at each frequency from (7) and (8).
3. Add up $C_6=(3/\pi)\sum_jW_j\alpha_j^2$, and increase $n$ and $N$ separately until the result is steady.

Take $\omega_0=0.5$, $n=8$ and $N=40$. The fourth node lies at $\omega=0.34500$ with $W=0.25896$, and the response is $\alpha=2.69572$ bohr$^3$. It contributes

$$\frac3\pi\times0.25896\times(2.69572)^2=1.797 .$$

The two-function formula would give $\alpha=2.6872$ here, 0.3 percent low. The eight contributions add up to 6.499045, against the converged 6.499027. The four nodes from 0.057 to 0.72 hartree supply 90 percent of the total. The last node, at 24.7 hartree, supplies only 0.00016. All eight rows are in the numerical output.

A separate calculation solved (5) by finite differences on a radial grid, extrapolated from steps of 0.02 and 0.01 bohr, and integrated over frequency adaptively. It uses neither the Laguerre functions nor the mapped rule, and it also gives 6.49903.

For two different atoms with spherical ground states, the same derivation gives $C_6=(3/\pi)\int_0^\infty\alpha_A\alpha_B\,d\omega$. Steps 1 and 3 carry over with $\alpha_j^2$ replaced by the product. Step 2 needs the response of each atom, and for many electrons its accuracy is limited by the electronic-structure method.

## What the number means

In other units, $C_6=3.883$ eV Å$^6$. The numerical error is far smaller than the effect of the fixed-nucleus assumption. With a finite proton mass, the relative motion has reduced mass $\mu=1/(1+m_e/m_p)$, in units of the electron mass. Lengths scale as $1/\mu$ and energies as $\mu$. Equation (2) has four lengths over one energy, so $C_6$ scales as $\mu^{-5}$. This raises it by 0.27 percent to 6.517, with $R$ now measured between the centres of mass. Digits beyond 6.5 in the fixed-nucleus value thus describe that model and not a real pair of atoms.

The energy $-C_6/R^6$ has a limited range even when $C_6$ is known precisely. At short distance the charge clouds overlap. Higher multipoles reach further out: the next term, $-C_8/R^8$ with $C_8=124.4$ hartree bohr$^8$, still adds 5 percent at 20 bohr, where the overlap is negligible. At long range the delay of the interaction weakens the attraction, on a length scale set by the speed of light divided by $e$, roughly 300 bohr. The onset is gradual: the retarded dipole energy is smaller in size than $C_6/R^6$ by about 0.3 percent at 30 bohr, 2.5 percent at 100 bohr and 13 percent at 300 bohr, where the instantaneous $V$ is no longer adequate. None of these effects alters the coefficient defined by (1), but all of them limit where the leading term alone gives the interaction energy.

## Table of computed values

```
angular factor = 6.000000
static polarizability = 4.50000000 bohr^3
lowest excitation energy = 0.37500000 hartree
its oscillator strength = 0.416197
oscillator-strength sum = 1.00000000
w (hartree), alpha basis, alpha grid (bohr^3):
    0.0  4.50000000  4.50000000
    0.5  1.90538844  1.90538844
    2.0  0.22447361  0.22447361
   10.0  0.00992409  0.00992409
map scale w0 = 0.50 hartree
8 nodes, 40 functions: w, weight (hartree), alpha (bohr^3), C6 part:
  0.0101286  0.0263428  4.49727464  0.50878298
  0.0565863  0.0688911  4.41660793  1.28325183
  0.1555089  0.1347972  3.94374329  2.00202501
  0.3449981  0.2589641  2.69572295  1.79705544
  0.7246417  0.5439340  1.19957328  0.74743113
  1.6076255  1.3935117  0.33310235  0.14765134
  4.4180282  5.3787304  0.04969138  0.01268274
  24.6824827  64.1948287  0.00163895  0.00016467
sum of 8 parts = 6.49904515 hartree bohr^6
basis functions, C6 (hartree bohr^6):
   1  6.000000000
   2  6.482142857
   3  6.498443983
   4  6.499002577
   6  6.499026596
   8  6.499026704
two-atom solve, 20 functions = 6.4990267054 a.u.
nodes, quadrature error at w0 = 0.5 (a.u.):
   4  +3.56e-02
   6  +1.44e-03
   8  +1.84e-05
  12  -6.88e-08
  16  +1.47e-10
  24  +1.02e-11
  64  +1.78e-15
w0 (hartree), error with 8 nodes (a.u.):
   0.05  +1.94e-02
   0.20  -9.80e-05
   0.50  +1.84e-05
   1.00  -1.63e-04
   2.00  +5.76e-03
  10.00  +6.68e-01
rho for e/w0 = 1: 2.41421; for e/w0 = 5: 1.79687
cutoff 10 hartree: error -3.153e-04 a.u.
cutoff error estimate = -3.183e-04 a.u.
one-pole energy = 0.471405 hartree
one-pole C6 = 7.159456 a.u.
one-pole excess = 10.16 percent
C6, radial grid and adaptive integral = 6.4990267 a.u.
C6, 40 functions and 64 nodes = 6.4990267054 a.u.
C6 = 3.88334 eV angstrom^6
C6 ratio at mass 0.9 = 1.693509; law 1.693509
C6 with finite proton mass = 6.516743 a.u.
finite-mass shift = 0.2726 percent
```
